\section*{When do diamond spheres raise the thermal conductivity of copper?}

\section*{Question}

I am stuck on this exercise. Diamond has conductivity $1000$ W/mK, copper $400$ W/mK, and the interface between them has conductance $50$ MW/m$^2$K. I have to show that spherical diamond particles raise the conductivity of the composite only if their radius is above $13.3$ micrometres.

I tried a line of heat flow through the centre of a sphere of radius $a$. It crosses a length $2a$ of diamond and two interfaces, so I compared resistances per unit area:
\[
\frac{2a}{k_p}+\frac{2}{h}=\frac{2a}{k_m}.
\]
This does give $13.3$ micrometres. But a line that misses the centre has a shorter chord, $2a\cos\theta$, and still crosses two interfaces. For that line I get a larger radius, $13.3/\cos\theta$. Some average over lines should then give a threshold above $13.3$. Heat also need not flow in straight lines, and in a dense composite the particles disturb one another. Is the number just a dilute approximation, or can it be proved?

\section*{Answer}

The number can be proved for equal spheres at any loading, within ordinary heat conduction. Your central line gives the right radius; the slip is in the other lines. An interface crossed obliquely carries less heat per unit of its own area. If the flux along the line is $J$, the flux normal to the surface is $J\cos\theta$, and the temperature drop at each crossing is $J\cos\theta/h$, not $J/h$. The comparison for an off-centre line is therefore
\[
J\,\frac{2a\cos\theta}{k_p}+2\,\frac{J\cos\theta}{h}
=J\,\frac{2a\cos\theta}{k_m}.
\]
The factor $\cos\theta$ cancels, and every line gives the same radius. This suggests that a sphere of that radius can replace copper without disturbing the heat flow around it. The proof starts by confirming this, and then shows what larger and smaller spheres do.

\subsection*{The model}

Let $k_p$ and $k_m$ be the conductivities of particle and matrix, with $k_p>k_m$, and let $\beta=k_m/k_p$. All are constant and isotropic, and the heat flow is steady. The spheres have equal radius $a$, do not overlap, and fill a fraction $f>0$ of a block of length $L$, cross-section $A$ and volume $V=AL$. They lie wholly inside the block.

The end faces $z=0$ and $z=L$ are held at temperatures $0$ and $GL$, and the side walls are insulated. Heat flows from hot to cold, towards $-z$. To avoid carrying minus signs I use $\mathbf J=k\nabla T$, which is the heat flux reversed. If $Q$ is the heat per unit time through an end face, the composite conductivity $k^*$ is defined by $Q=k^*GA$.

Let $\mathbf n$ point out of a sphere, and write $[T]=T_{\rm out}-T_{\rm in}$ for the jump at its surface. Heat entering the sphere per unit area is the same on both sides and is driven by the jump:
\begin{equation}
k_m\frac{\partial T_{\rm out}}{\partial n}
=k_p\frac{\partial T_{\rm in}}{\partial n}
=h[T].
\label{interface}
\end{equation}
No physical constants enter these equations, so they read the same in atomic units.

\subsection*{The sphere that the copper does not notice}

Suppose the temperature in the copper is $Gz$, as if no spheres were present. In a sphere centred at height $z_i$, try a uniform gradient $sG$:
\[
T_{\rm out}=Gz,\qquad T_{\rm in}=Gz_i+sG(z-z_i).
\]
On the surface $z-z_i=a\cos\theta$, and the normal derivatives are $G\cos\theta$ outside and $sG\cos\theta$ inside. The first equality in \eqref{interface} requires $k_m=k_ps$, so $s=\beta$. The jump is then
\[
[T]=Ga\cos\theta-\beta Ga\cos\theta=Ga(1-\beta)\cos\theta .
\]
The second equality requires
\[
k_mG\cos\theta=hGa(1-\beta)\cos\theta .
\]
Again $\cos\theta$ cancels, so the condition can be met over the whole surface at once. It holds when $a$ equals
\begin{equation}
a_c=\frac{k_m}{h(1-\beta)}
=\frac{1}{h\left(1/k_m-1/k_p\right)},
\label{ac}
\end{equation}
where the last form follows from $(1-\beta)/k_m=1/k_m-1/k_p$.

With $a=a_c$, this field obeys the heat equation in both materials, the interface conditions, the end temperatures and the insulation of the side walls. It does so wherever the spheres are placed, because the copper around each one still has the field $Gz$. The heat flow is $Q=k_mGA$, so $k^*=k_m$ at any packing. Better conduction inside the diamond exactly compensates for the interface resistance.

\subsection*{Smaller spheres lower the conductivity}

For $a\ne a_c$ the field is complicated, but its exact form is not needed. Consider any temperature field $u$ that has the correct end temperatures and may jump at the interfaces, and define
\[
E[u]=\int k|\nabla u|^2\,dV+\int_S h[u]^2\,dA,
\]
where $S$ is the surface of all the spheres. The true field $T$ minimizes $E$. To see this, write $u=T+v$, with $v=0$ on the end faces. The term linear in $v$ is twice
\[
\int k\nabla T\cdot\nabla v\,dV+\int_S h[T][v]\,dA .
\]
Integrate the first integral by parts in each material. Since $\nabla\cdot(k\nabla T)=0$, only surface terms remain. They vanish on the end faces, where $v=0$, and on the side walls, where no heat flows. At a sphere, the outward normal of the copper region is $-\mathbf n$ and that of the diamond is $+\mathbf n$, so
\[
\int k\nabla T\cdot\nabla v\,dV
=-\int_S h[T]\,(v_{\rm out}-v_{\rm in})\,dA
=-\int_S h[T][v]\,dA .
\]
The linear term cancels, leaving $E[u]=E[T]+E[v]\ge E[T]$. This also shows that the solution is unique: two solutions would differ by a $v$ with $E[v]=0$, which has no gradient and no jump and is zero on the end faces.

The minimum value follows from the same integration with $v$ replaced by $T$. The interface terms cancel as before, but the hot face now contributes:
\[
E[T]=GL\,Q=GL\,(k^*GA)=k^*G^2V .
\]

Now use the field of the previous section, with $s=\beta$, as a trial for any $a$. It need not satisfy the interface conditions. The sphere area per unit volume of the block is $3f/a$, since a sphere has area $4\pi a^2$ and volume $4\pi a^3/3$. The mean of $\cos^2\theta$ over a sphere is $1/3$. Hence
\begin{align*}
k^*&\le(1-f)k_m+fk_p\beta^2
+h\,\frac{3f}{a}\,\frac13\,a^2(1-\beta)^2\\
&=(1-f)k_m+f\beta k_m+fha(1-\beta)^2 ,
\end{align*}
using $k_p\beta=k_m$. From \eqref{ac}, $h(1-\beta)=k_m/a_c$, so
\begin{equation}
k^*\le k_m\left[1+f(1-\beta)\left(\frac{a}{a_c}-1\right)\right].
\label{upper}
\end{equation}
If $a<a_c$, the bracket is below one and $k^*<k_m$.

\subsection*{Larger spheres raise it}

An upper bound cannot prove a gain, so a companion principle for the flux is needed. Let $\mathbf p$ be any divergence-free flux with continuous normal component at the interfaces, no flow through the side walls and the correct total flow $Q$. Define
\[
D[\mathbf p]=\int\frac{p^2}{k}\,dV+\int_S\frac{p_n^2}{h}\,dA .
\]
Write $\mathbf p=\mathbf J+\mathbf w$. The difference $\mathbf w$ is divergence-free and carries no total flow through either end face. Because $\mathbf J/k=\nabla T$ and $J_n/h=[T]$, the linear term is twice
\[
\int\mathbf w\cdot\nabla T\,dV+\int_S w_n[T]\,dA .
\]
Integrate the first term by parts. Each end face has one temperature, which multiplies a total flow of zero. The side walls give nothing. The interfaces give $-\int_S w_n[T]\,dA$, with the same signs as before, and this cancels the second term. Thus $D[\mathbf p]=D[\mathbf J]+D[\mathbf w]\ge D[\mathbf J]$.

For the true flux, $D[\mathbf J]=E[T]=k^*G^2V$. In terms of the mean flux $\bar J=Q/A=k^*G$, this is $\bar J^2V/k^*$. Now take the simplest trial, a uniform flux $\bar J$ along $z$ in both materials. Its normal component on a sphere is $\bar J\cos\theta$, so
\begin{align}
\frac1{k^*}&\le\frac{1-f}{k_m}+\frac f{k_p}
+\frac1h\,\frac{3f}{a}\,\frac13\notag\\
&=\frac1{k_m}+f\left(\frac1{k_p}-\frac1{k_m}+\frac1{ha}\right)\notag\\
&=\frac1{k_m}+\frac fh\left(\frac1a-\frac1{a_c}\right),
\label{lower}
\end{align}
where the last line uses $1/k_m-1/k_p=1/(ha_c)$. If $a>a_c$, the last bracket is negative and $k^*>k_m$. Together with the neutral case and \eqref{upper}, this proves the claim for every arrangement and every nonzero $f$.

To compare the bounds, multiply \eqref{lower} by $k_m$, use $k_m/h=a_c(1-\beta)$, and invert:
\[
k^*\ge\frac{k_m}{1+f(1-\beta)(a_c/a-1)} .
\]

Two limits help to read \eqref{ac}. If $k_p\to\infty$, then $a_c\to k_m/h$: even a perfectly conducting particle must exceed a finite size. If $k_p$ falls towards $k_m$, then $a_c\to\infty$, because the particle has little advantage with which to pay for its interface. If $k_p\le k_m$, no radius gives a gain. The trial $u=Gz$ everywhere, without jumps, then shows $k^*\le(1-f)k_m+fk_p\le k_m$.

\subsection*{The numbers}

With conductivities in W/mK, conductance in MW/m$^2$K and lengths in micrometres, no conversion factors are needed, since $1$ MW/m$^2$K times $1$ micrometre is $1$ W/mK. The difference of resistivities is
\[
\frac1{400}-\frac1{1000}=0.0015\ {\rm mK/W},
\]
and therefore
\[
a_c=\frac{1}{50\times0.0015}=13.3\ \mu{\rm m}
\quad(1.33\times10^5\ \text{\AA}).
\]

Take an applied gradient of $0.01$ K/$\mu$m. The flux is $400\times0.01=4$ MW/m$^2$. Inside a neutral sphere the gradient is $0.4\times0.01=0.004$ K/$\mu$m. At its pole the whole flux crosses the interface at right angles, so the jump is $4/50=0.08$ K. The difference of gradients gives the same value: $(0.01-0.004)\times13.33=0.08$ K.

For the size of the gain or loss, take one sphere at the centre of a cylindrical block whose height equals its diameter. The sphere's diameter is $0.75$ of that length, so $f=0.281$. This ratio is held fixed as $a$ changes. I solved the heat equation numerically with a series of harmonic functions about the sphere centre, each satisfying \eqref{interface}, and fitted the coefficients to the conditions on the block's surface by least squares. Conductivities are in W/mK:
\begin{center}
\begin{tabular}{cccc}
$a$ ($\mu$m) & lower bound & $k^*$ & upper bound\\
5.0 & 312 & 335 & 358\\
13.3 & 400 & 400 & 400\\
20.0 & 424 & 426 & 434\\
50.0 & 456 & 473 & 586
\end{tabular}
\end{center}
For the third row, the upper bound is $400\,[1+0.281\times0.6\times(20/13.33-1)]=434$. At $5$ micrometres the diamond costs about $16\%$ of the copper's conductivity; at $50$ micrometres it adds about $18\%$.

The upper bound is loose for large spheres because its trial field has a jump proportional to $a$. The bound therefore grows without limit, while the jump-free trial $u=Gz$ shows that $k^*$ cannot exceed $(1-f)k_m+fk_p$.

The position of the sphere does not move the threshold. In a second cylinder the sphere's radius is $0.5$, the cylinder's radius $0.9$ and the displacement along the axis $0.1$, all in units of the cylinder's half-height. Then $f=0.103$, and the same method gives $375.5$, $400.0$ and $425.8$ W/mK at radii of $5$, $13.3$ and $50$ micrometres.

\subsection*{Where the threshold moves}

\textit{Mixed sizes.} Each sphere contributes its own term to the two bounds. A gain is guaranteed if the volume-weighted mean of $1/a$ is below $1/a_c$, and a loss if the volume-weighted mean of $a$ is below $a_c$. Between these conditions, the bounds do not decide. A few particles below the threshold therefore need not spoil a composite of larger ones.

\textit{Facets.} For equal cubes of edge $d$, the uniform-flux trial needs $\int n_z^2\,dA$ over one cube. Its three pairs of faces have perpendicular normals, whose squared $z$ components add to one, so the integral is $2d^2$ in any orientation. Divided by the volume $d^3$ it is $2/d$, where a sphere has $1/a$. The half-edge thus replaces $a$ in \eqref{lower}, and a gain is guaranteed for edges above $26.7$ micrometres. A sphere of the same volume has radius $16.5$ micrometres. This condition is sufficient; smaller cubes may also help, since the bound need not be sharp.

\textit{Temperature.} Suppose the diamond's conductivity falls as $1/T$ from its value at $300$ K, taken here only as an illustration. That law belongs to phonon--phonon scattering at high temperature, while $300$--$400$ K is far below diamond's Debye temperature, and a crystal of $1000$ W/mK is partly limited by defects. At $400$ K it is $750$ W/mK. With $k_m$ and $h$ held fixed, \eqref{ac} gives $17.1$ micrometres. A hot heat spreader needs larger particles than a cold one under these assumptions, but the size and even the sign of the shift depend on them. If half of the diamond's resistance at $300$ K is independent of temperature, $k_p$ is $857$ W/mK at $400$ K and $a_c$ is $15.0$ micrometres. A rise of $h$ by $29\%$ would cancel the $1/T$ shift altogether, and $h\propto T$ would give $12.9$ micrometres.

\textit{Phonons hitting the surface.} Fourier's law inside the particle requires a phonon mean free path $\Lambda$ much shorter than the particle. The mean chord of a sphere is four times its volume over its area, or $4a/3$. Adding the scattering rates gives the rough rule
\[
\frac1{k_p(a)}=\frac1{k_p}\left(1+\frac{3\Lambda}{4a}\right).
\]
Neutrality now requires $1/k_m=1/k_p(a)+1/(ha)$. Collecting the terms in $1/a$,
\[
a=\frac{1/h+3\Lambda/(4k_p)}{1/k_m-1/k_p}.
\]
For an assumed $\Lambda$ of $1$ micrometre the threshold becomes $13.8$ micrometres, a small shift. The kinetic estimate $\Lambda=3k_p/(Cv)$, with heat capacity $C\approx1.8$ MJ/m$^3$K and sound speed $v\approx14$ km/s, is only about $0.12$ micrometre and gives $13.4$ micrometres. Phonons in diamond have a wide range of mean free paths, so this is an estimate of size, not a correction to apply.

\textit{Real composites.} Diamond--copper composites are used as heat spreaders, usually with grains of tens to hundreds of micrometres. The copper value here is typical near room temperature. The diamond value is modest, as good crystals can reach roughly twice as much. The least certain input is $h$, which depends on bonding and on any carbide layer between the materials, and is very roughly tens of MW/m$^2$K up to the order of one hundred, and lower where the bond is poor; a Debye estimate of elastic phonon transmission across bare copper on diamond at $300$ K gives at most about $75$ MW/m$^2$K. With the conductivities held fixed, $a_c$ varies as $1/h$: it is $26.7$ micrometres at $25$ MW/m$^2$K and $6.7$ micrometres at $100$ MW/m$^2$K. The figure of $13.3$ micrometres is thus a property of the stated data, not of diamond and copper in general. Voids and poorly bonded patches break the assumption of a uniform $h$, and for them the interface must be characterized before a grain size is chosen.

Numbers in the example were calculated in double precision.
